# Three Photons, One per Input, in a Symmetric Fourier Tritter

## Problem

A tritter is a linear optical device with three inputs and three outputs, both numbered 0, 1, 2. Let \(a_k^\dagger\) create a photon in input \(k\) and \(b_j^\dagger\) a photon in output \(j\). The symmetric Fourier tritter acts as

\[
a_k^\dagger\;\to\;\sum_{j=0}^{2}U_{jk}\,b_j^\dagger,\qquad
U_{jk}=\frac{\omega^{jk}}{\sqrt3},\qquad \omega=e^{2\pi i/3}.
\]

One photon enters each input. The device is lossless, and the photons share one pure internal state: the same spectrum, arrival time and polarization. An outcome \((n_0,n_1,n_2)\) lists the photon numbers at the outputs, with \(n_0+n_1+n_2=3\).

1. Find the probabilities of all ten outcomes.
2. Explain by a symmetry argument which outcomes are possible.
3. Compare with three fully distinguishable photons.
4. Decide whether the answers hold for every lossless tritter with \(|U_{jk}|^2=1/3\), whatever its phases.

## Hints

**Hint 1.** Creation operators of different outputs commute. The output state is therefore an ordinary polynomial in three variables, applied to the vacuum.

**Hint 2.** The three cube roots of unity obey \(1+\omega+\omega^2=0\) and \(\omega^3=1\). Multiply the factors for \(k=1\) and \(k=2\) first.

**Hint 3.** A polynomial coefficient is not yet an amplitude, because \((b^\dagger)^n|0\rangle=\sqrt{n!}\,|n\rangle\).

**Hint 4.** For question 2, ask what happens to the input state, and to each output operator, when the inputs are relabelled \(0\to1\to2\to0\).

**Hint 5.** For question 4, a phase plate in front of an input or behind an output changes no counting probability here. Use this freedom to simplify \(U\).

## Solution

### 1. The ten probabilities

Write \(x,y,z\) for \(b_0^\dagger,b_1^\dagger,b_2^\dagger\). The input state \(a_0^\dagger a_1^\dagger a_2^\dagger|0\rangle\) is normalized and becomes

\[
|\psi\rangle=\frac{1}{\sqrt{27}}\,(x+y+z)(x+\omega y+\omega^2z)(x+\omega^2y+\omega z)\,|0\rangle .
\]

The prefactor collects three factors \(1/\sqrt3\), and \(\omega^4=\omega\) was used in the last bracket. In the product of the last two brackets the squares have coefficients \(1\), \(\omega^3=1\) and \(\omega^3=1\). Each mixed term has coefficient \(\omega+\omega^2=-1\). Hence

\[
(x+\omega y+\omega^2z)(x+\omega^2y+\omega z)=x^2+y^2+z^2-xy-yz-zx .
\]

Now multiply by \(x+y+z\), one term at a time:

\[
\begin{aligned}
x(\cdots)&=x^3+xy^2+xz^2-x^2y-xyz-x^2z,\\
y(\cdots)&=x^2y+y^3+yz^2-xy^2-y^2z-xyz,\\
z(\cdots)&=x^2z+y^2z+z^3-xyz-yz^2-xz^2 .
\end{aligned}
\]

Every term of the type \(x^2y\) appears once with each sign and cancels. The term \(-xyz\) appears three times. What remains is

\[
|\psi\rangle=\frac{1}{\sqrt{27}}\left(x^3+y^3+z^3-3xyz\right)|0\rangle .
\]

By Hint 3, \(x^3|0\rangle=\sqrt6\,|3,0,0\rangle\), while \(xyz|0\rangle=|1,1,1\rangle\). The amplitudes are

\[
\frac{\sqrt6}{\sqrt{27}}=\frac{\sqrt2}{3}\approx0.4714,
\qquad
-\frac{3}{\sqrt{27}}=-\frac1{\sqrt3}\approx-0.5774,
\]

the first for each state with all photons in one port. The probabilities are therefore

\[
\begin{aligned}
P(1,1,1)&=\tfrac13,\\
P(3,0,0)=P(0,3,0)=P(0,0,3)&=\tfrac29,\\
P(\text{two in one port, one in another})&=0\quad\text{for each of the six cases.}
\end{aligned}
\]

They add up to \(3\cdot\frac29+\frac13=1\).

The zeros come from interference between three sets of histories. For \((2,1,0)\), the photon found in port 1 may have come from input 0, 1 or 2, with relative phases \(1,\omega,\omega^2\), and these sum to zero. For \((1,1,1)\) there are six histories, one for each assignment of inputs to outputs. If the photons in ports 1 and 2 came from inputs \(q\) and \(r\), the phase is \(\omega^{q+2r}=\omega^{q-r}\). This equals \(\omega\) three times and \(\omega^2\) three times, so the sum is \(-3\). The histories cancel in part, but not completely.

The balanced two-port splitter differs here. With suitable phases its polynomial is \((x+y)(x-y)=x^2-y^2\), so the one-per-port term is absent. That two-photon result does not carry over to three ports.

### 2. The symmetry behind the zeros

Relabel the inputs cyclically, \(a_k^\dagger\to a_{k+1}^\dagger\), with indices taken modulo 3. The input state does not change, because the three operators commute. At the output, the operator belonging to input \(k\) changes as

\[
\sum_j\omega^{jk}b_j^\dagger\;\to\;\sum_j\omega^{j(k+1)}b_j^\dagger
=\sum_j\omega^{jk}\left(\omega^jb_j^\dagger\right).
\]

The relabelling is thus equivalent to the replacement \(b_j^\dagger\to\omega^jb_j^\dagger\), which multiplies \(|n_0,n_1,n_2\rangle\) by \(\omega^{n_1+2n_2}\). The output state must be unchanged, so a component can be nonzero only if

\[
n_1+2n_2\equiv0\pmod 3 .
\]

Three photons in port \(a\) give \(3a\equiv0\), and one per port gives \(1+2=3\equiv0\). Two photons in port \(a\) and one in port \(b\) give \(2a+b\equiv b-a\), which is not zero for \(a\neq b\). This rule forbids the six two-plus-one outcomes. It does not supply the values \(1/3\) and \(2/9\), which need the coefficients of part 1.

### 3. Distinguishable photons

Fully distinguishable photons do not interfere with one another. Each goes independently to any port with probability \(1/3\), so there are 27 equally likely assignments. Six of them give \((1,1,1)\), three give a specified two-plus-one outcome, and one gives a specified triple:

\[
P_{\rm dist}(1,1,1)=\tfrac{6}{27}=\tfrac29,\qquad
P_{\rm dist}(2,1,0)=\tfrac{3}{27}=\tfrac19,\qquad
P_{\rm dist}(3,0,0)=\tfrac1{27}.
\]

Interference raises each triple by a factor \(3!=6\) and the one-per-port outcome by a factor \(3/2\). Both gains are paid for by the two-plus-one outcomes, whose total falls from \(2/3\) to zero.

### 4. Every balanced tritter

Let \(U\) be any unitary \(3\times3\) matrix with \(|U_{jk}|=1/\sqrt3\). A phase on an input multiplies the whole state by a phase, since that input holds one photon. A phase on an output multiplies each number state by a phase. Neither changes a probability. These phases can be chosen to make the first row and column equal to \(1/\sqrt3\):

\[
U\;\to\;\frac1{\sqrt3}\begin{pmatrix}1&1&1\\1&u&u'\\1&v&v'\end{pmatrix},
\qquad |u|=|u'|=|v|=|v'|=1 .
\]

Orthogonality of the first two rows requires \(1+u+u'=0\). The imaginary parts of \(u\) and \(u'\) are then opposite. As both moduli are one, the real parts are equal or opposite. They add up to \(-1\), so they are equal, and each is \(-1/2\). Thus \(u\) and \(u'\) are \(\omega\) and \(\omega^2\) in some order. The same holds for \(v\) and \(v'\), and the order must differ from that in the second row, because the two rows are orthogonal.

The matrix is the Fourier matrix, possibly with outputs 1 and 2 exchanged. That exchange maps triples to triples and two-plus-one outcomes to each other, so the answers of part 1 hold for every lossless balanced tritter. As a numerical test, ten searches were started from random unitaries. All ten ended at a balanced device, and the outcome probabilities agreed with those of part 1 to within \(10^{-7}\).

## Variation 1: partly distinguishable photons

**Question.** Photon \(k\) has the pure internal state \(|\phi_k\rangle\), with overlaps \(S_{kl}=\langle\phi_k|\phi_l\rangle\). How do the probabilities change?

**Solution.** List the ports of the three detected photons as \(d_1,d_2,d_3\), and let the detectors ignore the internal state. The amplitude to find internal basis states \(c_1,c_2,c_3\) there is a sum over permutations, \(\sum_\sigma\prod_iU_{d_i\sigma(i)}\langle c_i|\phi_{\sigma(i)}\rangle\). Squaring and summing over all \(c_i\) gives

\[
P=\frac1{\prod_jn_j!}\sum_{\sigma,\tau}\prod_{i=1}^3
U_{d_i\sigma(i)}U^*_{d_i\tau(i)}\langle\phi_{\tau(i)}|\phi_{\sigma(i)}\rangle .
\]

The factorials correct for orderings of photons in the same port. Put \(\tau(i)=\rho(\sigma(i))\). For fixed \(\rho\), the product of overlaps is \(\prod_k\langle\phi_{\rho(k)}|\phi_k\rangle\), independent of \(\sigma\), and the device factor is

\[
A_\rho=\frac1{27}\sum_\sigma\omega^{\sum_id_i[\sigma(i)-\rho(\sigma(i))]} .
\]

Define \(T=S_{01}S_{12}S_{20}\), \(Q=|S_{01}|^2+|S_{12}|^2+|S_{20}|^2\) and \(D=d_1+d_2+d_3\). There are three kinds of \(\rho\).

- The identity has overlap product 1 and \(A=6/27\).
- The two cyclic shifts \(\rho(k)=k\pm1\) have \(A=\frac{6}{27}\omega^{\mp D}\). Their overlap products are \(T^*\) and \(T\), so together they give \(\frac{12}{27}{\rm Re}(T\omega^D)\).
- A swap of \(k\) and \(l\) has overlap product \(|S_{kl}|^2\) and \(A=\frac1{27}\sum_{p\ne q}\omega^{d_p-d_q}\), over six ordered pairs. This is \(\frac{3(\omega+\omega^2)}{27}=-\frac19\) for \((1,1,1)\), \(\frac{6}{27}\) for a triple, and \(\frac{2(1+\omega+\omega^2)}{27}=0\) for a two-plus-one outcome.

Adding the contributions, with \(\omega^D=1\) in the first two lines,

\[
\begin{aligned}
P(1,1,1)&=\tfrac19\left(2-Q+4\,{\rm Re}\,T\right),\\
P(3\text{ in one port})&=\tfrac1{27}\left(1+Q+2\,{\rm Re}\,T\right),\\
P(2\text{ in }a,\,1\text{ in }b)&=\tfrac19\left[1+2\,{\rm Re}\left(T\omega^{2a+b}\right)\right].
\end{aligned}
\]

Three of the six two-plus-one outcomes carry \(\omega\) and three carry \(\omega^2\). Since \(\omega+\omega^2=-1\), their total, called the leak below, is

\[
P_{\rm leak}=\tfrac23\left(1-{\rm Re}\,T\right).
\]

Setting \(T=1,\,Q=3\) recovers part 1, and \(T=Q=0\) recovers part 3. If one photon is orthogonal to the other two, \(T=0\) and the leak is \(2/3\), even when those two are identical to each other. Its suppression needs every pair of photons to overlap: a single orthogonal pair already makes \(T=0\).

For a common real overlap \(x\) between 0 and 1,

\[
P(1,1,1)=\frac{2-3x^2+4x^3}{9},\qquad
\frac{dP}{dx}=\frac{6x(2x-1)}{9}.
\]

The probability first falls from \(2/9\approx0.222\) to \(7/36\approx0.194\) at \(x=1/2\). It regains \(2/9\) at \(x=3/4\), where \(4x^3=3x^2\), and then rises to \(1/3\). A value near \(0.22\) thus does not by itself show that the photons are distinguishable. The leak, \(\frac23(1-x^3)\), falls steadily with \(x\).

## Variation 2: a planar silicon chip

**Question.** Build the tritter near 1550 nm from couplers between neighbouring waveguides, and estimate the leak caused by imperfections.

**Layout.** A coupler of length \(L\) and coupling \(\kappa\) transmits with amplitude \(\cos\kappa L\) and crosses with amplitude \(-i\sin\kappa L\). Let light pass in turn through a coupler on guides 0 and 1 with cross power \(1/2\), one on guides 1 and 2 with cross power \(2/3\), a phase \(\varphi\) on guide 0, and a second coupler on guides 0 and 1 with cross power \(1/2\).

Light from input 2 stays in guide 2 with probability \(1/3\), and the other \(2/3\) is halved by the last coupler. Light from input 0 reaches output 2 with probability \(\frac12\cdot\frac23=\frac13\). Its amplitude at output 0 is the sum of two paths:

\[
\frac{e^{i\varphi}}{2}+\frac{(-i)^2}{\sqrt2\,\sqrt3\,\sqrt2}
=\frac{e^{i\varphi}}2-\frac1{\sqrt{12}},
\qquad
\left|\cdots\right|^2=\frac13-\frac{\cos\varphi}{\sqrt{12}} .
\]

The choice \(\varphi=\pi/2\) makes this \(1/3\). Output 1 receives the remaining third, and input 1 is balanced because the probabilities in each row of a unitary matrix sum to one. By part 4 the device is a valid tritter. With \(\kappa=0.040\) rad/µm the lengths are

\[
L_{1/2}=\frac{\pi/4}{0.040}=19.63\ \text{µm},\qquad
L_{2/3}=\frac{\arcsin\sqrt{2/3}}{0.040}=23.88\ \text{µm}.
\]

**Device errors.** A forbidden amplitude starts at zero and changes linearly with a small error, so its probability grows quadratically. A common error of +3% in \(\kappa\) in all three couplers gives a leak of 0.63% (0.62% for −3%). A 2 K drift acting on a 20 µm path difference, with \(dn/dT\approx1.8\times10^{-4}\) K\(^{-1}\), shifts the phase by \(2\pi(1.8\times10^{-4})(20)(2)/1.55=0.029\) rad. The resulting leak is 0.06%. This figure holds at a single wavelength. With a group index near 4.2, the same path difference also delays light by 0.28 ps, so the phase varies across the photon spectrum. For the 1.0 nm bandwidth used below, this alone gives a leak of about 0.4%, which is not included in the sum at the end. A shorter path difference reduces it. This term does not simply add to the leak from the arrival delays below, because both are timing errors and act on the same amplitudes. With guide 0 the longer path, the two together give about 1.5% for arrival times 0, 0.3 and 0.6 ps at inputs 0, 1, 2, and about 3.3% for the reverse order, against a plain sum of 2.4%.

**Delays.** For a Gaussian spectrum of standard deviation \(\sigma\) and arrival times \(t_k\), each overlap has modulus \(e^{-\sigma^2(t_k-t_l)^2/2}\). The carrier phases cancel around the loop in \(T\), since the time differences add up to zero. A bandwidth of 1.0 nm (full width at half maximum) is 124.8 GHz, or \(\sigma=0.333\) rad/ps. Arrival times 0, 0.3 and 0.6 ps give

\[
T=\exp\left[-\tfrac12(0.333)^2(0.09+0.09+0.36)\right]=0.9705,
\]

and a leak of \(\frac23(0.0295)=2.0\%\).

**Spectral purity.** Let the photons be independent, with the same mixed state \(\rho\). Averaging over its eigenmodes replaces \(T\) by \({\rm Tr}\,\rho^3\), the chance that all three modes agree. For eigenvalues \((1-q)q^m\), \(m=0,1,2,\ldots\),

\[
{\rm Tr}\,\rho^2=\frac{1-q}{1+q},\qquad {\rm Tr}\,\rho^3=\frac{(1-q)^3}{1-q^3}.
\]

A purity \({\rm Tr}\,\rho^2=0.95\) gives \({\rm Tr}\,\rho^3=0.925\) and a leak of \(\frac23(0.075)=5.0\%\). The one-per-port probability falls to 0.317.

**Loss and double emission.** Loss that is equal for all guides commutes with the device. Alone it reduces the rate of registered triples but not their distribution. With 3.0 dB loss and detector efficiency 0.90, each photon survives with probability \(\eta=0.90\times10^{-0.3}=0.451\), and a triple with \(\eta^3=0.092\).

Suppose each source delivers at least one photon, with a two-photon to one-photon ratio \(r=0.02\), and keep the weights of the emission events to first order in \(r\). If one input holds two photons and exactly one of the four is lost, the relative weight is \(4r(1-\eta)\). In half of these cases the lost photon was one of the pair, which restores \((1,1,1)\). In the other half an input such as \((2,1,0)\) remains. Summed over three inputs, the false share of registered triples is

\[
\frac{6r(1-\eta)}{1+12r(1-\eta)}=\frac{0.0659}{1.132}=5.8\% .
\]

For the input \((2,1,0)\) the polynomial is \((x+y+z)^2(x+\omega y+\omega^2z)/\sqrt{54}\). The coefficient of \(xyz\) is proportional to \(2(1+\omega+\omega^2)=0\), and each triple has probability \(6/54=1/9\). The remaining \(2/3\) is two-plus-one. The other false inputs differ by output phases or port labels. The leak is \(\frac23(5.8\%)=3.9\%\). If each further photon from a source is again less likely by the factor \(r\), the higher orders raise this to about 4.1%.

**Reading the numbers.** The chip parameters are round, rough values meant to lie in the range of silicon devices, not data from one chip. Each leak was computed with the other imperfections switched off. Their plain sum is about 12%, a first-order guide rather than a prediction for all of them acting together, which gives about 11%. For these inputs the photon sources matter more than the couplers: limited purity and double emission account for about 9 of the 12 percentage points. The coupler leak grows roughly as the square of the error: a common error of 10% gives nearly 7%, and one of 11 to 12% matches those 9 points.

Two other effects are negligible here. A semiclassical estimate of two-photon absorption over 200 µm of silicon gives a fraction of order \(10^{-9}\), and the thermal occupation at 300 K is of order \(10^{-14}\) per mode. The estimates leave out unequal losses and dark counts. They also assume detectors that resolve photon number. Detectors that report only "click" or "no click" cannot separate \((3,0,0)\) from \((2,0,0)\) or \((1,0,0)\) after loss. The numerical output lists the five leaks in the sum and their inputs. It does not include the leaks involving the delay in the path difference, the 4.1% figure for higher orders, the joint 11%, or the leaks for coupling errors other than +3%.

## Computed results

```
outcome: P identical, P distinguishable
  (3, 0, 0): 0.222222, 0.037037
  (2, 1, 0): 0.000000, 0.111111
  (2, 0, 1): 0.000000, 0.111111
  (1, 2, 0): 0.000000, 0.111111
  (1, 1, 1): 0.333333, 0.222222
  (1, 0, 2): 0.000000, 0.111111
  (0, 3, 0): 0.222222, 0.037037
  (0, 2, 1): 0.000000, 0.111111
  (0, 1, 2): 0.000000, 0.111111
  (0, 0, 3): 0.222222, 0.037037
amplitude (1,1,1): -0.577350
amplitude (3,0,0): 0.471405
sum of P identical: 1.000000
total 2+1, distinguishable: 0.666667
balanced devices found in 10 searches: 10
overlap at lowest P(1,1,1): 0.50
lowest P(1,1,1): 0.194444
wavelength: 1550 nm
coupling: 0.040 rad/um
coupler length, cross power 1/2: 19.63 um
coupler length, cross power 2/3: 23.88 um
photon bandwidth FWHM: 1.0 nm = 124.8 GHz
spectral sigma: 0.3330 rad/ps
arrival times: 0.0, 0.3, 0.6 ps
T from delays: 0.97051
leak from delays: 1.966 %
P(1,1,1) with delays: 0.32678
spectral purity: 0.95
trace of rho cubed: 0.92505
leak from purity: 4.997 %
P(1,1,1) with this purity: 0.31669
coupling error: 3.0 %
leak from coupling error: 0.6286 %
path difference: 20 um; drift: 2 K
silicon dn/dT (rough): 1.8e-04 1/K
phase drift: 0.0292 rad
leak from phase drift: 0.0568 %
chip loss: 3.0 dB; detector efficiency: 0.90
total efficiency per photon: 0.4511
ideal triples registered, eta cubed: 0.0918
two-photon to one-photon ratio: 0.020
false-input share of triples: 5.820 %
2+1 probability for input (2,1,0): 0.66667
leak from double emission: 3.880 %
plain sum of the five leaks: 11.53 %
TPA inputs: 0.7 cm/GW, 0.1 um2, 200 um
photon duration FWHM: 3.54 ps
two-photon absorption fraction: 1.5e-09
thermal photons per mode at 300 K: 3.7e-14
```
